# Stress Shift of an Oxide Transition from Strain and Latent Heat, part 1

(Sections cited here and not found follow in the second part.)

## The slope of the transition line

A bar of oxide hangs from a fixed support and carries a weight. On heating it passes from a low-temperature phase L, an insulator, to a high-temperature phase H, a metal. Suppose for the moment that each phase is rigid: the bar has one length as L and another as H, and neither length depends on the load or on the temperature. Let \(\Delta\varepsilon\) be the length of H minus the length of L, divided by the length of L. If H is shorter, \(\Delta\varepsilon\) is negative, and the bar must lift the weight in order to become metallic. That costs energy, so the transition should need a higher temperature.

This can be made quantitative with two numbers for the material. Let \(\Delta u\) be the energy of H minus that of L, and \(\Delta s\) the corresponding difference of entropy, both per unit volume and both taken as constants. Without a weight, the phases are in balance at the temperature \(T_0\) at which their free energies \(u-Ts\) agree:

\[
\Delta u-T_0\,\Delta s=0 .
\]

Now let the weight produce a tensile stress \(\sigma\), the force divided by the cross-section. When the bar changes from L to H, the weight moves down by \(\Delta\varepsilon\) times the length of the bar. The force does work on the bar equal to force times displacement. Divided by the volume of the bar, this work is \(\sigma\,\Delta\varepsilon\). The weight loses the same amount of potential energy, so the energy of bar and weight together changes by \(\Delta u-\sigma\,\Delta\varepsilon\), and the balance becomes

\[
\Delta u-\sigma\,\Delta\varepsilon-T\,\Delta s=0 .
\]

Replacing \(\Delta u\) by \(T_0\Delta s\) and dividing by \(\Delta s\) gives

\[
T=T_0-\frac{\Delta\varepsilon}{\Delta s}\,\sigma .
\]

The heat absorbed at the unloaded transition is \(\Lambda_0=T_0\Delta s\) per unit volume. Hence \(1/\Delta s=T_0/\Lambda_0\), and

\[
T=T_0\left(1-\frac{\sigma\,\Delta\varepsilon}{\Lambda_0}\right).
\]

The relative shift of the transition temperature is the mechanical work of the transformation divided by its latent heat, with a minus sign. If the load helps the bar into H, less temperature is needed; if the load opposes it, more is needed. For an oxide that shortens on becoming metallic, \(\Delta\varepsilon<0\), so tension raises the transition temperature and compression lowers it.

Real phases are not rigid. Each one stretches under load and expands with temperature, and its entropy depends on both. The relation for the slope \(dT/d\sigma\) survives all of this, provided that the strain jump and the latent heat are those at the actual point on the transition line. To show it, a description is needed that covers elastic phases and stresses in any direction.

Choose one unloaded state of the crystal as reference, for example L at \(T_0\). All energies, entropies and heats below are per unit volume of this reference state, so that a given density always refers to the same number of atoms, whichever phase they are in. If the latent heat is known per mole, it is divided by the molar volume of the reference state. Strains \(\varepsilon_{ij}\) of both phases are measured from the same reference state. They are taken to be small, so that terms of relative order \(\varepsilon\) in the work are dropped. The stress \(\sigma_{ij}\) is positive in tension, and a repeated index is summed over the three directions.

The work done on the body in a small deformation follows from the forces on its surface. An element \(dA\) of the surface with outward normal \(n_j\) feels the force \(\sigma_{ij}n_j\,dA\). If the surface moves by \(\delta w_i\), the total work is

\[
\delta W=\oint \sigma_{ij}n_j\,\delta w_i\,dA
=\int\frac{\partial}{\partial x_j}\left(\sigma_{ij}\,\delta w_i\right)dV ,
\]

where the second form is the divergence theorem. The derivative of the product has two terms. One contains \(\partial\sigma_{ij}/\partial x_j\), which vanishes in mechanical equilibrium when the weight of the body itself is negligible. The other is \(\sigma_{ij}\,\partial\delta w_i/\partial x_j\). Because \(\sigma_{ij}=\sigma_{ji}\), the antisymmetric part of the displacement gradient, a rotation, drops out of the sum. What remains is the symmetric part, which is the change of strain \(d\varepsilon_{ij}\). For a uniform body the work per unit volume is therefore \(\sigma_{ij}\,d\varepsilon_{ij}\).

In a reversible change the heat received is \(T\,ds\), so the energy density of either phase obeys

\[
du=T\,ds+\sigma_{ij}\,d\varepsilon_{ij}.
\]

In the experiment, temperature and stress are prescribed, while entropy and strain adjust themselves. The quantity suited to this situation is the Gibbs density

\[
g=u-Ts-\sigma_{ij}\varepsilon_{ij}.
\]

Its differential is

\[
dg=du-T\,ds-s\,dT-\sigma_{ij}\,d\varepsilon_{ij}-\varepsilon_{ij}\,d\sigma_{ij}.
\]

Inserting \(du\) cancels the terms with \(ds\) and \(d\varepsilon_{ij}\), and leaves

\[
dg=-s\,dT-\varepsilon_{ij}\,d\sigma_{ij}.
\]

The reason why \(g\) decides between the phases lies in the second law. At fixed \(T\) and \(\sigma_{ij}\), let some material change phase. The heat it takes from its surroundings is at most \(T\) times its gain of entropy. The work done on it is \(\sigma_{ij}\) times its change of strain. Writing the first law for this change, per unit volume, gives

\[
\Delta u\le T\,\Delta s+\sigma_{ij}\,\Delta\varepsilon_{ij},
\qquad\text{that is}\qquad \Delta g\le 0 .
\]

From here on, \(\Delta\) denotes the value in H minus the value in L at the same temperature and the same stress. A spontaneous change from L to H requires \(\Delta g\le0\), and one from H to L requires \(\Delta g\ge0\). The two phases are in balance when

\[
\Delta g(T,\sigma)=0 .
\]

This condition assumes that both phases carry the same stress and that the energy of the boundary between them can be neglected. The first assumption needs some care. Across an internal boundary, mechanical equilibrium makes the force per area continuous, which is fewer conditions than equality of all stress components. Equal stress holds if the crystal is compared before and after it transforms as a whole under fixed loads. It also holds in a long bar with free sides, at distances from the boundary that are large compared with the bar's width, because the axial force is the same in every cross-section. It does not hold for grains that press on one another inside a solid film.

The balance condition defines the transition line. If the stress changes by \(d\sigma_{ij}\), the temperature must change by some \(dT\) that keeps \(\Delta g\) at zero. Subtracting the differential of \(g\) in L from that in H gives

\[
0=d(\Delta g)=-\Delta s\,dT-\Delta\varepsilon_{ij}\,d\sigma_{ij},
\]

and therefore

\[
dT=-\frac{\Delta\varepsilon_{ij}}{\Delta s}\,d\sigma_{ij}.
\]

No assumption has been made about the elasticity or the heat capacity of the phases. Their response to load and temperature is contained in \(s\) and \(\varepsilon_{ij}\), and the slope needs the values of the jumps at the point considered.

The entropy jump can be obtained from the heat, which a calorimeter measures. At fixed stress, the heat absorbed on going from L to H is the energy gained minus the work received:

\[
\Lambda=\Delta u-\sigma_{ij}\,\Delta\varepsilon_{ij}.
\]

On the transition line, \(\Delta g=\Delta u-T\Delta s-\sigma_{ij}\Delta\varepsilon_{ij}=0\). Comparing the two expressions gives \(\Lambda=T\,\Delta s\). Under load, the latent heat thus differs from the energy difference of the phases by the work term. With \(1/\Delta s=T/\Lambda\), the slope becomes

\[
\boxed{\,dT=-\frac{T}{\Lambda}\,\Delta\varepsilon_{ij}\,d\sigma_{ij}\,}
\]

This is the Clausius–Clapeyron relation for a solid under general stress. Since H is reached by heating, \(\Delta s>0\) and \(\Lambda>0\), and the sign of the slope is set by the strain.

The same result can be obtained from a heat engine, which shows why the latent heat must appear. Take the bar with a single stress through a closed cycle. At stress \(\sigma+d\sigma\) and temperature \(T+dT\), it changes from L to H and absorbs \(\Lambda\). The stress and temperature are then lowered to \(\sigma\) and \(T\), the bar returns to L, and the first load and temperature are restored. The work delivered per unit volume is \(-\oint\sigma'\,d\varepsilon\), where \(\sigma'\) is the momentary stress. The strain returns to its initial value, so \(\oint d\varepsilon=0\), and a constant may be subtracted from the stress:

\[
-\oint\sigma'\,d\varepsilon=-\oint(\sigma'-\sigma)\,d\varepsilon .
\]

On the lower leg the bracket vanishes. On the upper leg it equals \(d\sigma\), and the contribution is \(-d\sigma\,\Delta\varepsilon\). On the two connecting legs both the bracket and the change of strain are small, so they contribute at second order. A reversible engine turns the fraction \(dT/T\) of the absorbed heat into work. The heat exchanged on the connecting legs is itself proportional to \(dT\), and its conversion to work is again of second order. Hence

\[
-\Delta\varepsilon\,d\sigma=\Lambda\,\frac{dT}{T},
\]

which is the boxed relation for one stress component. A transition temperature that did not move in this way would allow work to be drawn from the cycle in conflict with the second law.

Several common loads follow by inserting the appropriate stress. For a stress \(\sigma\) along a unit vector \(n\), with free sides, \(\sigma_{ij}=\sigma n_in_j\), and

\[
\frac{dT}{d\sigma}=-\frac{T}{\Lambda}\,n_i\,\Delta\varepsilon_{ij}\,n_j .
\]

The combination \(n_i\Delta\varepsilon_{ij}n_j\) is the relative change of length along \(n\). Hydrostatic pressure \(P\) is a stress \(\sigma_{ij}=-P\delta_{ij}\), and the two minus signs combine to

\[
\frac{dT}{dP}=+\frac{T}{\Lambda}\left(\Delta\varepsilon_{11}+\Delta\varepsilon_{22}+\Delta\varepsilon_{33}\right).
\]

The sum in brackets is the relative change of volume. Pressure raises the transition temperature if the metal is the larger phase. For a shear stress \(\tau=\sigma_{12}=\sigma_{21}\), the double sum contains two equal terms, and \(dT/d\tau=-2T\Delta\varepsilon_{12}/\Lambda\). The factor two disappears if the engineering shear strain \(2\varepsilon_{12}\) is used.

These formulas show how uniaxial stress can act strongly where pressure acts weakly. If a crystal shortens along one axis and widens along the others, the three strains partly cancel in the volume change, while a uniaxial stress picks out one of them. They also show that the direction of the load matters. Let axis \(c\) have the strain jump \(\Delta\varepsilon_c\) and the perpendicular axis \(a\) the jump \(\Delta\varepsilon_a\), with no shear between them. A load tilted by the angle \(\varphi\) from \(c\) towards \(a\) has \(n=(\cos\varphi,\sin\varphi)\), so that

\[
\frac{dT}{d\sigma}=-\frac{T}{\Lambda}\left(\Delta\varepsilon_c\cos^2\varphi+\Delta\varepsilon_a\sin^2\varphi\right).
\]

If the two jumps have opposite signs, the slope vanishes at

\[
\tan^2\varphi=-\frac{\Delta\varepsilon_c}{\Delta\varepsilon_a}.
\]

Along this direction the crystal keeps its length through the transition, and a small load does no net work on the transformation.

Two limits mark the range of the relation. A small latent heat makes the transition temperature sensitive to stress if the strain jump stays finite. If the transition becomes continuous, however, both \(\Delta\varepsilon_{ij}\) and \(\Lambda\) go to zero, and the ratio is undefined in this form. The relation is also silent about the cause of the transition. Electron correlation, pairing of the metal ions and softer vibrations may all contribute to \(\Delta s\) and \(\Delta\varepsilon_{ij}\); the slope contains their totals and cannot separate them.

The slope of the transition line is now known for any small-strain load: it is set by the strain jump and the latent heat at the point considered, whatever the elasticity and heat capacity of the phases. What remains is to find the shift under finite loads, apply it to a switching element, and treat an oxide held at fixed length.
